**Octahedral splitting from one-ligand energies: point charges, covalent mixing and Cu²⁺ with six waters**

The program examines $\Delta=3e_\sigma-4e_\pi+e_\delta$, where each $e$ is the energy that one ligand gives to a d orbital of that axial type and $\Delta=E(e_g)-E(t_{2g})$. It asserts the octahedral levels and the tetrahedral ratio −4/9 for arbitrary one-ligand energies, and compares the angular factors with Gaussian overlaps in a general direction. The point-charge formulas are asserted against analytic Coulomb integrals over a Hartree–Fock 3d orbital of Cu²⁺. For six waters the output gives 845 cm⁻¹ from point charges, −215 cm⁻¹ from the frozen Coulomb field, 3300 cm⁻¹ from the frozen determinant and 4769 cm⁻¹ from relaxed Hartree–Fock. The program asserts that the relaxed value exceeds three times the point-charge value and that more than half of it lies beyond the frozen Coulomb field. One-water energies reproduce the six-water frozen splitting to 16 per cent, within the asserted 20 per cent. In a model with round parameters, the second-order formula is asserted against full diagonalization at weak coupling, and the full splittings are asserted to rise from π donor to σ-only to π acceptor.

## Program and output

```python
"""Octahedral d splitting: Delta = 3 e_sigma - 4 e_pi + e_delta.

e_sigma, e_pi, e_delta: energies of d orbitals of each axial type caused by ONE ligand.
Delta = E(e_g) - E(t_2g) for one d electron, or, for the d9 ion Cu(2+),
E(hole in xy) - E(hole in x2-y2).  A ligand charge -q repels electrons, so it
gives e = q * (F0 + c2 F2 + c4 F4), with F_k = <r_<^k / r_>^(k+1)>.
The program tests the angular algebra, the point-charge formula and the
second-order covalent formula, then compares electrostatic and Hartree-Fock
splittings of Cu(2+) with six waters.  Atomic units unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf

BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
WAVENUMBER = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
X, Y, Z = np.eye(3)


def sym(a, b):
    return (np.outer(a, b) + np.outer(b, a)) / np.sqrt(2)


# order of real d functions: xy, yz, z2, xz, x2-y2
D_TENSORS = [sym(X, Y), sym(Y, Z), np.diag([-1, -1, 2]) / np.sqrt(6),
             sym(X, Z), np.diag([1, -1, 0]) / np.sqrt(2)]
XY, YZ, Z2, XZ, X2Y2 = range(5)


def perpendicular_pair(n):
    u = np.cross(n, np.eye(3)[np.argmin(abs(n))])
    u = u / np.linalg.norm(u)
    return u, np.cross(n, u)


def ligand_frame(n):
    """Columns: sigma, pi, pi, delta, delta orbitals of a ligand along n."""
    u, v = perpendicular_pair(n)
    local = [np.sqrt(1.5) * (np.outer(n, n) - np.eye(3) / 3), sym(n, u), sym(n, v),
             (np.outer(u, u) - np.outer(v, v)) / np.sqrt(2), sym(u, v)]
    return np.array([[np.sum(t * s) for s in local] for t in D_TENSORS])


def ligand_matrix(directions, es, ep, ed):
    total = np.zeros((5, 5))
    for n in directions:
        frame = ligand_frame(n)
        total += frame @ np.diag([es, ep, ep, ed, ed]) @ frame.T
    return total


OCTAHEDRON = [X, -X, Y, -Y, Z, -Z]
TETRAHEDRON = [np.array(p) / np.sqrt(3) for p in
               [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]]

# ---- angular sums, with arbitrary one-ligand energies
es, ep, ed = 0.91, 0.23, -0.37
octa = ligand_matrix(OCTAHEDRON, es, ep, ed)
tetra = ligand_matrix(TETRAHEDRON, es, ep, ed)
expected = np.sort([3 * es + 3 * ed] * 2 + [4 * ep + 2 * ed] * 3)
assert np.allclose(np.linalg.eigvalsh(octa), expected, atol=1e-12)
delta_oct = octa[X2Y2, X2Y2] - octa[XY, XY]
delta_tet = tetra[X2Y2, X2Y2] - tetra[XY, XY]
assert np.allclose(tetra, np.diag(np.diag(tetra)), atol=1e-12)
assert abs(delta_tet / delta_oct + 4 / 9) < 1e-12
print(f"tetrahedral/octahedral splitting ratio: {delta_tet / delta_oct:.6f}")

# ---- spherical Cu(2+) ion: Hartree-Fock orbitals with 9 electrons shared by 5 d orbitals
BASIS = {'Cu': 'def2-svp', 'O': '6-31g', 'H': '6-31g'}
ion = gto.M(atom=[['Cu', (0., 0., 0.)]], unit='Bohr', basis={'Cu': 'def2-svp'},
            charge=1, spin=0, verbose=0)
n_cu = ion.nao
occupation = np.zeros(n_cu)
occupation[:9], occupation[9:14] = 2.0, 1.8
ion_scf = scf.RHF(ion)
ion_scf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
ion_scf.conv_tol = 1e-12
ion_scf.kernel()
assert ion_scf.converged
core = ion_scf.mo_coeff[:, :9]
d_raw = ion_scf.mo_coeff[:, 9:14]
d_rows = [i for i, lab in enumerate(ion.ao_labels(fmt=None)) if lab[2].endswith('d')][:5]
block = d_raw[d_rows]
d_orb = d_raw @ (block / (np.linalg.norm(block) / np.sqrt(5))).T
assert np.allclose(d_orb.T @ ion.intor('int1e_ovlp') @ d_orb, np.eye(5), atol=1e-6)


def radial_integral(function, split):
    """Integral of R(r)^2 r^2 function(r), with a breakpoint at r = split."""
    nodes, weights = np.polynomial.legendre.leggauss(120)
    total = 0.0
    for a, b in [(0, 1), (1, split), (split, split + 12)]:
        r = a + (b - a) * (nodes + 1) / 2
        points = np.outer(r, (X + Y) / np.sqrt(2))
        radial = ion.eval_gto('GTOval_sph', points) @ d_orb[:, XY]
        radial = radial / np.sqrt(15 / (16 * np.pi))
        total += np.sum(weights * (b - a) / 2 * radial**2 * r**2 * function(r))
    return total


def inverse_distance(position):
    with ion.with_rinv_origin(position):
        return d_orb.T @ ion.intor('int1e_rinv') @ d_orb


R_CUO = 2.10 / BOHR
assert abs(radial_integral(lambda r: 1 + 0 * r, R_CUO) - 1) < 1e-6
r4 = radial_integral(lambda r: r**4, R_CUO)
F = {k: radial_integral(lambda r: np.minimum(r, R_CUO)**k / np.maximum(r, R_CUO)**(k + 1),
                        R_CUO) for k in (0, 2, 4)}
C2 = np.array([2, 1, -2]) / 7
C4 = np.array([6, -4, 1]) / 21
e_unit = F[0] + C2 * F[2] + C4 * F[4]

# ---- point-charge energies against analytic integrals, general direction and octahedron
tilted = np.array([0.36, 0.48, 0.80])
assert np.allclose(inverse_distance(R_CUO * tilted), ligand_matrix([tilted], *e_unit), atol=1e-6)
six_unit = sum(inverse_distance(R_CUO * n) for n in OCTAHEDRON)
delta_unit = six_unit[X2Y2, X2Y2] - six_unit[XY, XY]
assert abs(delta_unit - 5 / 3 * F[4]) < 1e-6
print(f"Cu-O distance: 2.10 angstrom = {R_CUO:.4f} bohr")
print(f"Cu(2+) 3d <r^4>: {r4:.4f} bohr^4")
print(f"F0, F2, F4 at the O position: {F[0]:.6f} {F[2]:.6f} {F[4]:.6f} hartree")
print("unit charge e_sigma-e_delta, e_pi-e_delta: "
      f"{e_unit[0] - e_unit[2]:.6f} {e_unit[1] - e_unit[2]:.6f} hartree")
print(f"Delta, six unit charges, direct integrals: {delta_unit:.6f} hartree")
print(f"Delta, six unit charges, (5/3)<r^4>/R^5: {5 / 3 * r4 / R_CUO**5:.6f} hartree")

# ---- angular factors against real overlaps with s and p Gaussians on a ligand site


def probe_overlap(n):
    probe = gto.M(atom=[['Cu', (0., 0., 0.)], ['H', tuple(R_CUO * n)]], unit='Bohr',
                  basis={'Cu': 'def2-svp', 'H': [[0, [0.3, 1.0]], [1, [0.3, 1.0]]]},
                  charge=2, spin=0, verbose=0)
    overlap = d_orb.T @ probe.intor('int1e_ovlp')[:n_cu, n_cu:]
    return overlap[:, 0], overlap[:, 1:4]


s_axis, p_axis = probe_overlap(Z)
s_tilt, p_tilt = probe_overlap(tilted)
u_tilt = perpendicular_pair(tilted)[0]
assert abs(s_axis[Z2]) > 1e-3 and abs(p_axis[XZ, 0]) > 1e-3
assert np.allclose(s_tilt, s_axis[Z2] * ligand_frame(tilted)[:, 0], atol=1e-6)
assert np.allclose(p_tilt @ u_tilt, p_axis[XZ, 0] * ligand_frame(tilted)[:, 1], atol=1e-6)

# ---- water molecules: position on an axis n, hydrogens in the plane of n and u
R_OH = 0.96 / BOHR
HALF_ANGLE = np.radians(104.5 / 2)
RISE, SIDE = R_OH * np.cos(HALF_ANGLE), R_OH * np.sin(HALF_ANGLE)


def water(n, u):
    return [['O', tuple(R_CUO * n)], ['H', tuple((R_CUO + RISE) * n + SIDE * u)],
            ['H', tuple((R_CUO + RISE) * n - SIDE * u)]]


def water_scf(atoms):
    mol = gto.M(atom=atoms, unit='Bohr', basis='6-31g', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


class FrozenComplex:
    """Cu(2+) and isolated-water orbitals placed in one basis without relaxation."""

    def __init__(self, waters):
        atoms = [['Cu', (0., 0., 0.)]] + [a for w in waters for a in w]
        self.mol = gto.M(atom=atoms, unit='Bohr', basis=BASIS, charge=2, spin=1, verbose=0)
        nao = self.mol.nao
        self.overlap = self.mol.intor('int1e_ovlp')
        self.eri = self.mol.intor('int2e', aosym='s8')
        self.water_occ = np.zeros((nao, 5 * len(waters)))
        start = n_cu
        for i, w in enumerate(waters):
            c = water_scf(w).mo_coeff[:, :5]
            self.water_occ[start:start + len(c), 5 * i:5 * i + 5] = c
            start += len(c)
        assert start == nao
        self.core = np.vstack([core, np.zeros((nao - n_cu, 9))])
        self.d = np.vstack([d_orb, np.zeros((nao - n_cu, 5))])

    def new_scf(self):
        mf = scf.UHF(self.mol)
        mf._eri = self.eri
        mf.conv_tol = 1e-8
        mf.max_cycle = 80
        return mf

    def determinant(self, hole):
        densities = []
        for d_set in (self.d, np.delete(self.d, hole, axis=1)):
            c = np.hstack([self.core, d_set, self.water_occ])
            densities.append(c @ np.linalg.solve(c.T @ self.overlap @ c, c.T))
        return np.array(densities)

    def hole_energies(self):
        mf = self.new_scf()
        return np.array([mf.energy_tot(self.determinant(h)) for h in range(5)])

    def coulomb_matrix(self):
        """Classical potential of frozen water nuclei and electrons in the d shell."""
        density = 2 * self.water_occ @ self.water_occ.T
        vj = scf.hf.dot_eri_dm(self.eri, density, hermi=1, with_j=True, with_k=False)[0]
        result = self.d.T @ vj @ self.d
        for i in range(1, self.mol.natm):
            result = result - self.mol.atom_charge(i) * inverse_distance(self.mol.atom_coord(i))
        return result

    def weight_in_water(self):
        """Part of each d orbital that lies in the occupied water space."""
        c = self.water_occ
        t = c.T @ self.overlap @ self.d
        return np.diag(t.T @ np.linalg.solve(c.T @ self.overlap @ c, t))


def cubic_sum(e):
    """Splitting of six T_h-arranged planar ligands from one on the z axis."""
    return 3 * (e[Z2] + e[X2Y2]) - 2 * (e[XZ] + e[YZ] + e[XY])


waters = [water(s * n, u) for n, u in ((Z, X), (X, Y), (Y, Z)) for s in (1, -1)]
single = FrozenComplex(waters[:1])
cage = FrozenComplex(waters)

# ---- level 1: charges that reproduce the computed dipole of water
dipole = np.linalg.norm(water_scf(waters[0]).dip_moment(unit='AU', verbose=0))
q_h = dipole / (2 * RISE)
charge = {'O': -2 * q_h, 'H': q_h}
v_point = sum(-charge[s] * inverse_distance(np.array(p)) for w in waters for s, p in w)
levels = np.linalg.eigvalsh(v_point)
assert levels[2] - levels[0] < 1e-6 and levels[4] - levels[3] < 1e-6
delta_point = v_point[X2Y2, X2Y2] - v_point[XY, XY]

# ---- level 2: Coulomb field of frozen water densities; one-ligand sum must be exact
v_cage = cage.coulomb_matrix()
delta_coulomb = v_cage[X2Y2, X2Y2] - v_cage[XY, XY]
assert abs(cubic_sum(np.diag(single.coulomb_matrix())) - delta_coulomb) < 2e-6

# ---- level 3: antisymmetrized frozen determinants
frozen = cage.hole_energies()
assert np.ptp(frozen[[XY, YZ, XZ]]) < 2e-6 and abs(frozen[Z2] - frozen[X2Y2]) < 2e-6
delta_frozen = frozen[XY] - frozen[X2Y2]
one = -single.hole_energies()
one = one - (one[XY] + one[X2Y2]) / 2
delta_additive = cubic_sum(one)
assert abs(delta_additive / delta_frozen - 1) < 0.2

# ---- level 4: relaxed unrestricted Hartree-Fock states
relaxed, hole_weight = {}, {}
for hole in (X2Y2, XY):
    mf = cage.new_scf()
    relaxed[hole] = mf.kernel(dm0=cage.determinant(hole))
    assert mf.converged
    dm = mf.make_rdm1()
    projected = cage.overlap @ cage.d[:, hole]
    hole_weight[hole] = projected @ (dm[0] - dm[1]) @ projected
    assert hole_weight[hole] > 0.8
delta_hf = relaxed[XY] - relaxed[X2Y2]
weights = cage.weight_in_water()
assert delta_hf > 3 * delta_point > 0
assert delta_hf - delta_coulomb > 0.5 * delta_hf
assert weights[X2Y2] > weights[XY]

print(f"water dipole: {dipole:.4f} a.u.; charges O {-2 * q_h:.4f}, H {q_h:.4f} e")
for label, value in [("point charges", delta_point), ("frozen Coulomb field", delta_coulomb),
                     ("frozen determinant", delta_frozen), ("relaxed Hartree-Fock", delta_hf)]:
    print(f"Delta, {label}: {value:.6f} hartree = {value * WAVENUMBER:.0f} cm^-1")
print(f"step from exchange and Pauli repulsion: {delta_frozen - delta_coulomb:.6f} hartree")
print(f"step from relaxation: {delta_hf - delta_frozen:.6f} hartree")
print(f"ratio relaxed Hartree-Fock / point charges: {delta_hf / delta_point:.2f}")
print(f"charge per O site needed to match Hartree-Fock: {-delta_hf / delta_unit:.2f} e")
print(f"d weight in occupied water space, e_g: {weights[X2Y2]:.5f}")
print(f"d weight in occupied water space, t_2g: {weights[XY]:.5f}")
print(f"spin density in free-ion d orbital, e_g hole: {hole_weight[X2Y2]:.4f}")
print(f"spin density in free-ion d orbital, t_2g hole: {hole_weight[XY]:.4f}")
print("one water, frozen, energies from the mean delta level:")
for label, index in [("e_sigma", Z2), ("e_pi in plane", XZ), ("e_pi out of plane", YZ),
                     ("e_delta1 (x2-y2)", X2Y2), ("e_delta2 (xy)", XY)]:
    print(f"  {label}: {one[index]:.6f} hartree")
print(f"six-water frozen Delta from one-water energies: {delta_additive:.6f} hartree")

# ---- covalent model with round parameters: full diagonalization with overlap
E_D, E_SIGMA = -0.40, -0.80
H_SIGMA, S_SIGMA, H_PI, S_PI = -0.100, 0.080, -0.055, 0.040


def model_delta(e_pi_level, pi_on, scale=1.0):
    ham, ovl = np.diag([E_D] * 5 + [E_SIGMA, e_pi_level, e_pi_level] * 6), np.eye(23)
    for i, n in enumerate(OCTAHEDRON):
        frame = ligand_frame(n)[:, :3]
        cols = slice(5 + 3 * i, 8 + 3 * i)
        ham[:5, cols] = frame * np.array([H_SIGMA, H_PI * pi_on, H_PI * pi_on]) * scale
        ovl[:5, cols] = frame * np.array([S_SIGMA, S_PI * pi_on, S_PI * pi_on]) * scale
    ham[5:, :5], ovl[5:, :5] = ham[:5, 5:].T, ovl[:5, 5:].T
    energy, vectors = eigh(ham, ovl)
    amplitude = (ovl @ vectors)[:5]**2
    eg = np.argsort(amplitude[[Z2, X2Y2]].sum(axis=0))[-2:]
    t2g = np.argsort(amplitude[[XY, YZ, XZ]].sum(axis=0))[-3:]
    assert np.ptp(energy[eg]) < 1e-10 and np.ptp(energy[t2g]) < 1e-10
    return energy[eg].mean() - energy[t2g].mean()


def second_order(h, s, level):
    return (h - E_D * s)**2 / (E_D - level)


e_sigma = second_order(H_SIGMA, S_SIGMA, E_SIGMA)
print(f"model: E_d {E_D:.2f}, sigma level {E_SIGMA:.2f} hartree")
print(f"model: H_sigma {H_SIGMA:.3f}, H_pi {H_PI:.3f} hartree; "
      f"S_sigma {S_SIGMA:.3f}, S_pi {S_PI:.3f}")
print(f"model e_sigma: {e_sigma:.6f} hartree")
series = []
for label, level, pi_on in [("pi donor", -0.70, 1), ("sigma only", -0.70, 0),
                            ("pi acceptor", -0.10, 1)]:
    e_pi = pi_on * second_order(H_PI, S_PI, level)
    formula, full = 3 * e_sigma - 4 * e_pi, model_delta(level, pi_on)
    weak = model_delta(level, pi_on, scale=0.1)
    assert abs(weak / (0.01 * formula) - 1) < 5e-3
    series.append(full)
    where = f"pi level {level:.2f}" if pi_on else "no pi coupling"
    print(f"{label} ({where}): e_pi {e_pi:.6f} hartree")
    print(f"  Delta formula {formula:.6f}, full {full:.6f} hartree = {full * WAVENUMBER:.0f} cm^-1")
assert series[0] < series[1] < series[2]
print("all good")
```

Output:

```
tetrahedral/octahedral splitting ratio: -0.444444
Cu-O distance: 2.10 angstrom = 3.9684 bohr
Cu(2+) 3d <r^4>: 2.9045 bohr^4
F0, F2, F4 at the O position: 0.251988 0.017170 0.002945 hartree
unit charge e_sigma-e_delta, e_pi-e_delta: 0.010513 0.006657 hartree
Delta, six unit charges, direct integrals: 0.004908 hartree
Delta, six unit charges, (5/3)<r^4>/R^5: 0.004919 hartree
water dipole: 1.0353 a.u.; charges O -0.9322, H 0.4661 e
Delta, point charges: 0.003850 hartree = 845 cm^-1
Delta, frozen Coulomb field: -0.000981 hartree = -215 cm^-1
Delta, frozen determinant: 0.015038 hartree = 3300 cm^-1
Delta, relaxed Hartree-Fock: 0.021728 hartree = 4769 cm^-1
step from exchange and Pauli repulsion: 0.016019 hartree
step from relaxation: 0.006690 hartree
ratio relaxed Hartree-Fock / point charges: 5.64
charge per O site needed to match Hartree-Fock: -4.43 e
d weight in occupied water space, e_g: 0.01981
d weight in occupied water space, t_2g: 0.00256
spin density in free-ion d orbital, e_g hole: 0.9381
spin density in free-ion d orbital, t_2g hole: 0.9912
one water, frozen, energies from the mean delta level:
  e_sigma: 0.008959 hartree
  e_pi in plane: 0.002922 hartree
  e_pi out of plane: 0.004163 hartree
  e_delta1 (x2-y2): -0.000001 hartree
  e_delta2 (xy): 0.000001 hartree
six-water frozen Delta from one-water energies: 0.012704 hartree
model: E_d -0.40, sigma level -0.80 hartree
model: H_sigma -0.100, H_pi -0.055 hartree; S_sigma 0.080, S_pi 0.040
model e_sigma: 0.011560 hartree
pi donor (pi level -0.70): e_pi 0.005070 hartree
  Delta formula 0.014400, full 0.014766 hartree = 3241 cm^-1
sigma only (no pi coupling): e_pi 0.000000 hartree
  Delta formula 0.034680, full 0.034571 hartree = 7587 cm^-1
pi acceptor (pi level -0.10): e_pi -0.005070 hartree
  Delta formula 0.054960, full 0.052965 hartree = 11624 cm^-1
all good
```
